# How long does copper take to diffuse through a silicon wafer?

## Question

I am working on an exercise about why copper wiring on silicon chips needs a diffusion barrier. The diffusivity of copper in intrinsic silicon is given as

$$D(T)=D_0\,e^{-E/k_BT},\qquad D_0=3\times10^{-4}\ \text{cm}^2/\text{s},\quad E=0.18\ \text{eV},$$

and I must show that copper crosses a wafer 0.5 mm thick in a matter of hours at 300 K.

I can evaluate $D$, but I am stuck on turning it into a time. Some people set $L^2=Dt$, others $L^2=2Dt$ or $L^2=4Dt$, and the answers differ by a factor of four. Which one is right, and what does "crossing" mean if some atoms are fast and others slow?

## Answer

Diffusion has no single crossing time, so the factor in front of $L^2/D$ depends on what you ask for. Two clear questions are when an atom arrives on average, and when a given fraction of the atoms has arrived. Both can be answered from a random walk.

I assume a uniform temperature, no electric field, no trapping or precipitation of copper, and no resistance to entry at the surface. I also take the given $D$ as valid at 300 K. The algebra is in atomic units with temperature entering as the energy $k_BT$; since $\hbar$, the electron mass and the electron charge do not occur in these formulas, they look the same in any consistent units. Numbers are in eV, angstrom and seconds.

### The diffusivity

One centimetre is $10^8$ Å, so $D_0=3\times10^{12}$ Å²/s and $L=5\times10^6$ Å. At 300 K, $k_BT=0.02585$ eV, and

$$\frac{E}{k_BT}=\frac{0.18}{0.02585}=6.963,\qquad e^{-6.963}=9.465\times10^{-4}.$$

Therefore

$$D=3\times10^{12}\times9.465\times10^{-4}=2.84\times10^{9}\ \text{Å}^2/\text{s},$$

or $2.84\times10^{-7}$ cm²/s.

### What $D$ says about a single atom

Only motion along the wafer normal, $x$, matters for crossing. Model it as steps of length $a$, to the left or right with equal probability, one in each time $\tau$. The probability $p(x,t)$ of finding the atom at $x$ obeys

$$p(x,t+\tau)=\tfrac12\left[p(x-a,t)+p(x+a,t)\right].$$

Expand both sides for small $\tau$ and $a$. The terms linear in $a$ cancel, leaving

$$\tau\frac{\partial p}{\partial t}=\frac{a^2}{2}\frac{\partial^2p}{\partial x^2}.$$

Fick's law, flux $=-D\,\partial c/\partial x$, combined with conservation of atoms gives $\partial c/\partial t=D\,\partial^2c/\partial x^2$. Comparing the two,

$$D=\frac{a^2}{2\tau}.$$

This is where the factor 2 comes from.

### The mean arrival time

Put the front face at $x=0$ and the back face at $x=L=Na$. An atom at the front cannot leave the wafer, so its next step takes it to site 1. The clock stops at the first visit to site $N$.

Let $T_j$ be the mean remaining time from site $j$. It is finite: from any site there is a probability of at least $2^{-N}$ of reaching the back within the next $N$ steps, so the chance of still being on the way falls at least geometrically. One step costs $\tau$, after which the atom is at a neighbouring site:

$$T_j=\tau+\tfrac12(T_{j+1}+T_{j-1}),\qquad T_0=\tau+T_1,\qquad T_N=0.$$

Define the differences $d_j=T_j-T_{j+1}$. The condition at the front gives $d_0=\tau$. Doubling the first equation and rearranging gives

$$T_j-T_{j+1}=T_{j-1}-T_j+2\tau,\qquad\text{that is}\qquad d_j=d_{j-1}+2\tau.$$

Hence $d_j=(2j+1)\tau$. Now add the differences from site $j$ to the back, using $2i+1=(i+1)^2-i^2$, so that neighbouring terms cancel:

$$T_j=\sum_{i=j}^{N-1}(2i+1)\tau=\tau(N^2-j^2).$$

For an atom starting at the front, $j=0$, and with $N=L/a$ and $\tau=a^2/(2D)$,

$$t_{\text{mean}}=N^2\tau=\frac{L^2}{a^2}\,\frac{a^2}{2D}=\frac{L^2}{2D}.$$

The step length has dropped out, so we need not know the atomic jump distance. Numerically,

$$t_{\text{mean}}=\frac{(5\times10^6)^2}{2\times2.84\times10^9}\ \text{s}\approx4400\ \text{s},$$

or about 1.2 h. So $L^2=2Dt$ is the right choice if you want the mean first arrival time in this geometry.

### How the arrivals are spread in time

Let $S(x,t)$ be the probability that an atom starting at $x$ has not reached the back by time $t$. Considering its first step,

$$S(x,t+\tau)=\tfrac12\left[S(x+a,t)+S(x-a,t)\right].$$

The same expansion as before gives

$$\frac{\partial S}{\partial t}=D\frac{\partial^2S}{\partial x^2}.$$

At the start $S=1$ inside the wafer, and at the back $S(L,t)=0$. At the front, $S(0,t+\tau)=S(a,t)$. The left side differs from $S(0,t)$ by a term of order $\tau$, which is of order $a^2$, so the term $a\,\partial S/\partial x$ on the right must vanish by itself: the slope at $x=0$ is zero.

Try $S=X(x)G(t)$. Dividing the equation by $DXG$ gives

$$\frac{G'}{DG}=\frac{X''}{X}=-k^2.$$

Each side depends on a different variable, so both equal a constant, taken negative to give decay. Then $G=e^{-k^2Dt}$. Zero slope at the front selects $X=\cos kx$, and $X(L)=0$ requires

$$k_n=\frac{(2n+1)\pi}{2L},\qquad n=0,1,2,\ldots$$

To match $S=1$ at $t=0$, write $1=\sum_nA_n\cos k_nx$, multiply by $\cos k_mx$ and integrate from 0 to $L$. For $n\ne m$ the integral of the product is

$$\frac12\left[\frac{\sin(n-m)\pi}{k_n-k_m}+\frac{\sin(n+m+1)\pi}{k_n+k_m}\right]=0,$$

while for $n=m$ it is $L/2$. On the left, $\int_0^L\cos k_nx\,dx=\sin(k_nL)/k_n=(-1)^n/k_n$. So

$$A_n=\frac{2(-1)^n}{k_nL}=\frac{4(-1)^n}{(2n+1)\pi}.$$

The fraction that has arrived is $F(t)=1-S(0,t)$:

$$F(t)=1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}\exp\left[-\frac{(2n+1)^2\pi^2Dt}{4L^2}\right].$$

At late times the $n=0$ term dominates. Setting $F=f$ and keeping that term,

$$1-f=\frac4\pi e^{-\pi^2Dt_f/(4L^2)}\quad\Longrightarrow\quad t_f=\frac{4L^2}{\pi^2D}\ln\frac{4}{\pi(1-f)}.$$

With $L^2/D\approx8804$ s, the times for half and for 90 % of the atoms are

$$t_{50}=0.3788\times8804\ \text{s}\approx3300\ \text{s},\qquad t_{90}=1.031\times8804\ \text{s}\approx9100\ \text{s}.$$

The second is about 2.5 h. The approximation is good even for $t_{50}$: there the $n=1$ term has size $\tfrac13(\pi/8)^8$ relative to the $n=0$ term, less than one part in a thousand, and it is smaller still at $t_{90}$.

So the simple estimate $L^2=Dt$ is not wrong either. It answers a different question, since $L^2/D$ lies close to the time by which 90 % have arrived. The third choice, $L^2=4Dt$, gives $t=L^2/(4D)\approx2200$ s. Putting this time into the series gives $F\approx0.31$, so it marks the moment when about 31 % have arrived.

### The same result for a wafer with a copper film

A copper film supplies many atoms, not one. Suppose it holds the concentration at the front at a constant value $c_s$, the wafer is initially clean, and the back is sealed. The relative deficit $w=1-c/c_s$ obeys the diffusion equation with $w=1$ initially, $w=0$ at the front and zero slope at the back. This is the problem for $S$ with the two faces exchanged, $x\to L-x$. Therefore

$$\frac{c(L,t)}{c_s}=F(t).$$

The concentration at the back reaches 54 % of $c_s$ after one hour and 94 % after three. In numerical tests, the series agreed with a step-by-step random walk and with a separate calculation of the filling wafer.

### The first copper arrives much sooner

For contamination, the early arrivals may matter more than the mean. At early times, first ignore the back face and look for a solution $c/c_s=g(\eta)$ with $\eta=x/\sqrt{4Dt}$. The chain rule gives

$$\frac{\partial g}{\partial t}=-\frac{\eta}{2t}g',\qquad D\frac{\partial^2g}{\partial x^2}=\frac{g''}{4t},$$

so $g''=-2\eta g'$ and $g'\propto e^{-\eta^2}$. With $g(0)=1$ and $g(\infty)=0$, this is the complementary error function, $g=\operatorname{erfc}\eta$.

To seal the back, add a mirror-image source at $x=2L$:

$$\frac{c}{c_s}\approx\operatorname{erfc}\frac{x}{\sqrt{4Dt}}+\operatorname{erfc}\frac{2L-x}{\sqrt{4Dt}}.$$

The sum is symmetric about $x=L$, so its slope vanishes there, and the two terms are equal at that point:

$$F(t)\approx2\operatorname{erfc}\frac{L}{\sqrt{4Dt}}.$$

The price is a small error at the front, where the image adds $\operatorname{erfc}(2L/\sqrt{4Dt})$ to the required value 1.

For $F=0.01$ we need $\operatorname{erfc}z=0.005$, which gives $z=1.985$. Then

$$t_{01}=\frac{L^2}{4Dz^2}=\frac{8804\ \text{s}}{4\times1.985^2}\approx560\ \text{s}.$$

At this time the error at the front is below $e^{-4z^2}$, less than one part in a million of $c_s$. The back face thus reaches one per cent of the front concentration in well under a quarter of an hour, although the mean arrival time is over an hour.

### How far to trust "hours"

The times scale as $L^2$: a wafer half as thick is crossed in a quarter of the time. They are also sensitive to the migration energy. Since $t\propto e^{E/k_BT}$, an error of one $k_BT$, about 0.026 eV, changes every time above by a factor $e\approx2.7$. The second digit in "1.2 h" therefore belongs to the given data, not to a real wafer.

The word "intrinsic" matters too. If copper is repeatedly trapped and released, for example by dopant atoms, and is free for a fraction $\phi$ of the time, it makes only $\phi$ times as many steps. When trapping and release are fast compared with the crossing, $D$ is replaced by $\phi D$ and all the times grow by $1/\phi$. This is not a small correction in doped wafers: the published fit for pairing of copper with boron gives $1/\phi$ of roughly 2 at $10^{15}$ boron atoms per cm$^3$ and above 100 at $10^{17}$, where the mean crossing time at 300 K becomes about a week. Precipitation, an electric field or slow entry through the surface would need a different calculation. The field can come from the copper itself, which dissolves as a positive ion. The formulas here therefore require a copper concentration well below that of the mobile carriers, which is only about $n_i=10^{10}$ cm$^{-3}$ in intrinsic silicon at 300 K. The effect of this field is bounded. Local neutrality, $n=p+c$ with $np=n_i^2$, gives the electron density $n=\tfrac12\left(c+\sqrt{c^2+4n_i^2}\right)$. The field that holds the electrons in equilibrium adds a copper flux $-Dc\,\partial\ln n/\partial x$, so $D$ is multiplied by $1+c/\sqrt{c^2+4n_i^2}$. This factor lies between 1 and 2: a high copper concentration shortens the times, by at most one half.

Finally, $F(t)$ is relative to $c_s$. It tells you how quickly the back approaches the front concentration, not how much copper that is. The amount can be very small: the equilibrium solubility of copper falls steeply on cooling, and the high-temperature fit, extrapolated far below its range to 300 K, gives less than one atom per cm$^3$. The room-temperature times therefore matter mainly for copper that is already dissolved, for example after a hot processing step. Within this model, half a millimetre of intrinsic silicon at room temperature holds back the first per cent for minutes and most of the copper for no more than a few hours, so the thickness of the wafer is no lasting obstacle to copper that has dissolved in it. Whether a device is harmed depends on how much copper enters, which this model does not give. The copper has to be stopped before it enters the silicon, and that is one task of the barrier layer. The values used here are listed in the numerical output below.

## Values computed for the example and the checks

```
Prefactor D0 = 3.000e+12 angstrom^2/s
Migration energy E = 0.18 eV
Temperature T = 300 K
Wafer thickness L = 5.000e+06 angstrom
Thermal energy kB T = 0.025852 eV
Exponent E/(kB T) = 6.9627 (no unit)
Boltzmann factor = 9.4653e-04 (no unit)
Diffusivity D = 2.8396e+09 angstrom^2/s
Diffusivity D = 2.840e-07 cm^2/s
Scale L^2/D = 8804 s
Scale L^2/D = 2.45 h
Mean arrival time L^2/(2D) = 4402 s
Mean arrival time L^2/(2D) = 1.22 h
z with erfc(z) = 0.005: 1.9849 (no unit)
Time for 1 % arrived = 559 s
Time for 50 % arrived = 3335 s
Time for 90 % arrived = 9078 s
Time for 90 % arrived = 2.52 h
Ratio t50/(L^2/D) = 0.3788 (no unit)
Ratio t90/(L^2/D) = 1.0311 (no unit)
Fraction arrived after 1 h = 0.536
Fraction arrived after 3 h = 0.938
Same after 1 h, wafer filling = 0.536
Same after 3 h, wafer filling = 0.938
```
